# H₂⁺ with a 1s exponent optimised at every distance

## Problem

The nuclei A and B of H₂⁺ are held at a distance $R$. The one electron is described by

$$\psi=\frac{a+b}{\sqrt{2+2S}},\qquad a=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r_A},\qquad b=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r_B},$$

where $S=\langle a|b\rangle$ and both functions have the same exponent $\zeta$. The treatment is non-relativistic. Atomic units are used: lengths in bohr and energies in hartree, with dissociation energies also in eV.

1. Find the energy $E(\zeta,R)$, including the nuclear repulsion.
2. Find the exponent that minimises $E$ at each fixed $R$.
3. Find the limits of this exponent for $R\to0$ and $R\to\infty$, and decide whether it falls steadily from one to the other.
4. Find the exponent, the bond length $R_e$ and the dissociation energy $D_e$ at the minimum of the optimised curve.
5. Compare with the result for $\zeta$ fixed at 1, and explain the difference.

## Solution

### 1. The energy

**Coordinates.** Put A at $z=-R/2$ and B at $z=+R/2$, and define

$$\xi=\frac{r_A+r_B}{R}\ge1,\qquad \eta=\frac{r_A-r_B}{R},\quad -1\le\eta\le1 .$$

From $r_A^2-r_B^2=2Rz$ and $r_A^2+r_B^2=2\rho^2+2z^2+R^2/2$, where $\rho$ is the distance from the axis,

$$z=\tfrac R2\xi\eta,\qquad \rho^2=\tfrac{R^2}{4}(\xi^2-1)(1-\eta^2).$$

The volume element is $\rho\,d\rho\,dz\,d\varphi=d(\rho^2/2)\,dz\,d\varphi$. The Jacobian of $(\rho^2/2,z)$ with respect to $(\xi,\eta)$ is

$$\frac{R^3}{8}\left[\xi^2(1-\eta^2)+\eta^2(\xi^2-1)\right]=\frac{R^3}{8}(\xi^2-\eta^2)=\frac R2\,r_Ar_B .$$

The last form cancels the $1/r$ singularities below. Let $w=\zeta R$. The radial integrals needed are

$$\int_1^\infty\! e^{-w\xi}d\xi=\frac{e^{-w}}{w},\quad \int_1^\infty\!\xi e^{-w\xi}d\xi=e^{-w}\Big(\frac1w+\frac1{w^2}\Big),$$
$$\int_1^\infty\!\xi^2e^{-w\xi}d\xi=e^{-w}\Big(\frac1w+\frac2{w^2}+\frac2{w^3}\Big).$$

**Overlap.** Since $ab=(\zeta^3/\pi)e^{-w\xi}$, and the angle $\varphi$ gives $2\pi$,

$$S=\frac{w^3}{4}\int_1^\infty\! e^{-w\xi}\Big(2\xi^2-\frac23\Big)d\xi=e^{-w}\Big(1+w+\frac{w^2}{3}\Big).$$

**Attraction of the overlap density.** The factor $1/r_A$ leaves $r_B=R(\xi-\eta)/2$ in the volume element, and the term in $\eta$ integrates to zero:

$$\langle a|\tfrac1{r_A}|b\rangle=\zeta^3R^2\int_1^\infty\!\xi e^{-w\xi}d\xi=\zeta k,\qquad k=e^{-w}(1+w).$$

By symmetry $\langle a|1/r_B|b\rangle$ has the same value.

**Attraction of one atomic density to the other nucleus.** Now $a^2=(\zeta^3/\pi)e^{-w(\xi+\eta)}$, and $r_A=R(\xi+\eta)/2$ remains:

$$\langle a|\tfrac1{r_B}|a\rangle=\frac{\zeta w^2}{2}\int_1^\infty\! d\xi\int_{-1}^1\! d\eta\,(\xi+\eta)e^{-w(\xi+\eta)} .$$

The $\eta$ integrals are

$$L_0=\int_{-1}^1e^{-w\eta}d\eta=\frac{e^w-e^{-w}}{w},\quad L_1=\int_{-1}^1\eta e^{-w\eta}d\eta=-\frac{dL_0}{dw}=-\frac{e^w+e^{-w}}{w}+\frac{e^w-e^{-w}}{w^2}.$$

With $q=e^{-2w}$, the double integral is

$$\Big(\frac1w+\frac1{w^2}\Big)\frac{1-q}{w}+\frac1w\Big(-\frac{1+q}{w}+\frac{1-q}{w^2}\Big)=-\frac{2q}{w^2}+\frac{2(1-q)}{w^3}.$$

Multiplication by $\zeta w^2/2$ gives

$$\langle a|\tfrac1{r_B}|a\rangle=\zeta j,\qquad j=\frac1w-e^{-2w}\Big(1+\frac1w\Big).$$

**Kinetic energy.** For a function of $r$ alone, $\nabla^2f=f''+2f'/r$, so

$$-\tfrac12\nabla^2b=\Big(-\frac{\zeta^2}{2}+\frac{\zeta}{r_B}\Big)b .$$

The same holds for $a$ with $r_A$. Also $\langle a|1/r_A|a\rangle=4\zeta^3\int_0^\infty re^{-2\zeta r}dr=\zeta$. Therefore

$$T_{aa}=-\frac{\zeta^2}{2}+\zeta^2=\frac{\zeta^2}{2},\qquad T_{ab}=\zeta^2\Big(k-\frac S2\Big).$$

**Total.** The attraction to both nuclei has the matrix elements $-\zeta(1+j)$ for $aa$ and $-2\zeta k$ for $ab$. Since $aa$ and $bb$ elements are equal, the expectation value of each operator is $(O_{aa}+O_{ab})/(1+S)$. Adding $1/R$,

$$E(\zeta,R)=\zeta^2t(w)+\zeta v(w)+\frac1R,\qquad w=\zeta R, \tag{1}$$
$$t=\frac{1-S+2k}{2(1+S)},\qquad v=-\frac{1+j+2k}{1+S}.$$

The kinetic energy is $T=\zeta^2t$ and the total potential energy is $V=\zeta v+1/R$.

### 2. The best exponent at fixed distance

At fixed $R$, $\partial w/\partial\zeta=R$. With primes for derivatives with respect to $w$,

$$\frac{\partial E}{\partial\zeta}=2\zeta t+\zeta^2Rt'+v+\zeta Rv'=\zeta(2t+wt')+(v+wv').$$

Setting this to zero gives

$$\zeta=-\frac{v+wv'}{2t+wt'},\qquad R=\frac w\zeta. \tag{2}$$

The right-hand side of the first equation depends on $w$ alone. Choosing $w$ therefore gives $\zeta$ first and then the distance to which it belongs. To find the exponent at a prescribed $R$, one solves $w/\zeta(w)=R$ for the single unknown $w$.

The stationary point must also be a minimum. At fixed $R$, $E$ starts from $1/R$ at $\zeta=0$ with slope $v(0)=-2$, and for large $\zeta$ it grows as $\zeta^2/2$. It therefore has a minimum at some positive $\zeta$. If (2) gives only one $\zeta$ for each $R$, that point is the global minimum. This is so if $R$ increases steadily with $w$, which was checked numerically on a grid from $w=0.02$ to 25; it is not proved here.

### 3. The two limits and the path between them

**Short distance.** Expanding the exponentials to second order in the final results,

$$S=1-\frac{w^2}{6},\qquad k=1-\frac{w^2}{2},\qquad j=1-\frac{2w^2}{3}.$$

Then

$$t=\frac{2-5w^2/6}{4(1-w^2/12)}=\frac12-\frac{w^2}{6},\qquad v=-\frac{4-5w^2/3}{2(1-w^2/12)}=-2+\frac{2w^2}{3}.$$

Since $w\,d(w^2)/dw=2w^2$, equation (2) becomes

$$\zeta=\frac{2-2w^2}{1-2w^2/3}=2-\frac{2w^2}{3}+O(w^3).$$

To this order $w=2R$, so

$$\zeta=2-\frac83R^2+O(R^3).$$

The limit 2 is the exponent of He⁺, the ion formed when the two protons coincide. The electronic energy $E-1/R$ tends to $\zeta^2/2-2\zeta=-2$ hartree, the He⁺ ground-state energy.

**Long distance.** Keep terms of first order in $e^{-w}$, with their powers of $w$, and drop $e^{-2w}$. Then

$$t=\frac12-S+k=\frac12-\frac{w^2}{3}e^{-w}.$$

For the potential part it is convenient to use $v+wv'=(wv)'$. Since $wj=1$ to this order,

$$wv=-(w+1)-2w(1+w)e^{-w}+(w+1)S=-(w+1)+Pe^{-w},$$
$$P=(w+1)\Big(1-w+\frac{w^2}{3}\Big)=\frac{w^3}{3}-\frac{2w^2}{3}+1 .$$

Differentiation gives

$$-(wv)'=1+(P-P')e^{-w}=1+\Big(\frac{w^3}{3}-\frac{5w^2}{3}+\frac{4w}{3}+1\Big)e^{-w},$$
$$2t+wt'=1+\Big(\frac{w^3}{3}-\frac{4w^2}{3}\Big)e^{-w}.$$

In the quotient the cubic terms cancel. Replacing $w$ by $R$ in what remains changes only terms of second order in the exponential, so

$$\zeta-1\simeq-\frac{R^2-4R-3}{3}\,e^{-R}. \tag{3}$$

The limit is 1, the exponent of a hydrogen atom. But the right-hand side is negative for $R>2+\sqrt7\approx4.65$, so $\zeta$ approaches 1 from below. It runs from 2 to 1 between the limits, but it does not fall steadily.

Solving (2) numerically gives the following values, with energies in hartree:

| $R$ / bohr | best $\zeta$ | $E$, best $\zeta$ | $E$, $\zeta=1$ |
|---:|---:|---:|---:|
| 0.5 | 1.779 | 0.26824 | 0.57865 |
| 1.0 | 1.538 | −0.44100 | −0.28837 |
| 2.0 | 1.239 | −0.58651 | −0.55377 |
| 3.0 | 1.095 | −0.56445 | −0.55908 |
| 4.0 | 1.028 | −0.53733 | −0.53687 |
| 6.0 | 0.995 | −0.50908 | −0.50907 |
| 10.0 | 0.999 | −0.50030 | −0.50030 |

The exponent crosses 1 at $R=5.16$ bohr, reaches its smallest value, 0.99475, near 6.4 bohr, and then rises towards 1. The first-order law (3) places the crossing at 4.65 bohr; the difference comes from the higher-order terms it omits. At 6 bohr the energy gained by letting $\zeta$ fall below 1 is only about $10^{-5}$ hartree.

**Why the orbitals expand slightly.** The virial relation shows the reason. Along the optimised curve $\partial E/\partial\zeta=0$, so the total derivative of $E$ with respect to $R$ equals the derivative at fixed $\zeta$:

$$R\frac{dE}{dR}=\zeta^2wt'+\zeta wv'-\frac1R .$$

Multiplying the condition for the best exponent by $\zeta$ gives

$$2\zeta^2t+\zeta v+\zeta^2wt'+\zeta wv'=0 .$$

The first term is $2T$, the second is $V-1/R$, and the last two are $R\,dE/dR+1/R$. Hence

$$2T+V+R\frac{dE}{dR}=0,\qquad\text{or}\qquad T=-E-R\frac{dE}{dR}. \tag{4}$$

At large $R$, the deviation of $\zeta$ from 1 affects $E$ only in second order, because $E$ is stationary in $\zeta$. The first-order energy is therefore found by putting $\zeta=1$ in (1):

$$E\simeq-\frac12-\Big(\frac{2R}{3}-\frac1R\Big)e^{-R}.$$

Inserting this in (4), and collecting terms,

$$T\simeq\frac12+\Big(-\frac{2R^2}{3}+\frac{4R}{3}+1\Big)e^{-R}.$$

On the other hand, $T=\zeta^2t$ gives directly

$$T\simeq\frac12+(\zeta-1)-\frac{R^2}{3}e^{-R}.$$

Equating the two expressions reproduces (3). It also explains the sign. At leading order in $R$, the virial relation requires the kinetic energy to fall by $(2R^2/3)e^{-R}$, while overlap of unchanged hydrogen orbitals lowers it by only half as much. A small expansion of the orbitals supplies the other half. At $R=8$ bohr, for example, $T$ is 0.4929 hartree with $\zeta=1$ and 0.4898 hartree with the best exponent, both below the atomic value of 0.5. At this distance overlap still supplies about 70% of the lowering, because the terms $4R/3+1$ are not yet small beside $2R^2/3$; the equal split is approached only slowly as $R$ grows.

The depth and position of this dip, and the exponential law (3), belong to the chosen trial function, which misses the leading long-range term of the exact energy. A distant proton produces a field proportional to $1/R^2$ at the atom. The induced dipole is proportional to that field, so the polarisation energy falls as $1/R^4$. At large enough $R$ this exceeds the exponentially small terms above, but a spherical 1s function on each nucleus cannot describe the induced dipole. The lowering of the kinetic energy is not an artefact, however. The exact state also obeys (4), and a term $-C/R^4$ in $E$, with $C>0$, contributes $-3C/R^4$ to $T$. Polarisation therefore also brings $T$ below 0.5 hartree at large $R$.

### 4. The equilibrium

At the minimum of the optimised curve, $E$ is stationary in both $\zeta$ and $R$. For positive $\zeta$ one may equally use $\zeta$ and $w$ as independent variables. Since $1/R=\zeta/w$,

$$E=\zeta^2t(w)+\zeta u(w),\qquad u=v+\frac1w .$$

The two conditions are

$$\frac{\partial E}{\partial\zeta}\Big|_w=2\zeta t+u=0,\qquad \frac{\partial E}{\partial w}\Big|_\zeta=\zeta(\zeta t'+u')=0 .$$

The first gives $\zeta=-u/(2t)$. Substitution in the second and in the energy gives

$$2tu'=ut',\qquad E=-\frac{u^2}{4t}. \tag{5}$$

Only $w$ is unknown in the first equation of (5). Its numerical root is $w=2.48014$, where

$$S=0.46308,\qquad j=0.39337,\qquad k=0.29140 .$$

The reduced energies follow:

$$t=\frac{1-0.46308+2(0.29140)}{2(1.46308)}=0.38266,$$
$$v=-\frac{1+0.39337+2(0.29140)}{1.46308}=-1.35069,$$
$$u=-1.35069+\frac1{2.48014}=-0.94748 .$$

The last digit of $u$ comes from unrounded values. The exponent and bond length are

$$\zeta=\frac{0.94748}{2(0.38266)}=1.238,\qquad R_e=\frac{2.48014}{1.2380}=2.003\ \text{bohr}.$$

The energy is

$$E=-\frac{(0.94748)^2}{4(0.38266)}=-0.5865\ \text{hartree}.$$

The separated system, H(1s) + H⁺, has energy $-\tfrac12$ hartree, and the model reaches this value at infinite distance. Therefore

$$D_e=-0.5-E=0.08651\ \text{hartree}=2.354\ \text{eV}.$$

To the usual two decimals, $\zeta=1.24$, $R_e=2.00$ bohr and $D_e=2.35$ eV. On the numerical grid the optimised energy has a single turning point, from falling to rising, so this is the minimum of the curve over that range.

$D_e$ is measured from the bottom of the well and contains no vibrational zero-point energy. By the variational principle, the exact clamped-nucleus energy at this $R$ cannot lie above the model energy. Since the separated limit is exact, the exact well is at least as deep as 2.354 eV.

Equation (5) also gives $T=\zeta^2t=u^2/(4t)$ and $V=\zeta u=-u^2/(2t)$, so $V=-2T$ and $E=-T$. The computed values, $T=0.58651$ and $V=-1.17301$ hartree, agree with this.

### 5. What the variable exponent contributes

With $\zeta$ fixed at 1, the energy curve has its minimum at $R=2.493$ bohr, with $D_e=1.764$ eV. Optimising the exponent shortens the bond by 0.49 bohr and deepens the well by 0.59 eV, one third of the fixed-exponent value.

The two contributions to this change are clearest at one distance, $R=2.003$ bohr:

| Energy / hartree | $\zeta=1$ | $\zeta=1.238$ | change |
|---|---:|---:|---:|
| $T$ | 0.3862 | 0.5865 | +0.2003 |
| $V$ | −0.9401 | −1.1730 | −0.2329 |
| $E$ | −0.5539 | −0.5865 | −0.0326 |

With unchanged hydrogen orbitals, the kinetic energy in the molecule is below the atomic value of 0.5 hartree. Contraction raises it above that value, but brings the electron closer to the nuclei and lowers the potential energy by slightly more. The net gain is the small difference between two large changes.

The fixed-exponent function cannot adjust its scale in this way. At its own minimum $-V/T=2.476$, whereas stationarity in both $\zeta$ and $R$ requires 2.

The integrals, the optimised exponents and the equilibrium values were also checked by direct quadrature of the trial function and minimisation of the resulting energy.

## Numbers as computed

```
Optimised exponent and energies (hartree) against R (bohr)
    R      zeta    E(best zeta)   E(zeta=1)
   0.1   1.97994     8.021792     8.504531
   0.5   1.77889     0.268241     0.578651
   1.0   1.53794    -0.440998    -0.288366
   1.5   1.36143    -0.567121    -0.495014
   2.0   1.23870    -0.586506    -0.553771
   3.0   1.09488    -0.564448    -0.559083
   4.0   1.02831    -0.537334    -0.536866
   5.0   1.00203    -0.519205    -0.519203
   6.0   0.99509    -0.509080    -0.509068
   8.0   0.99695    -0.501734    -0.501729
  10.0   0.99915    -0.500298    -0.500298
Electronic energy at R = 0.001 bohr: -2.00000 hartree
(2 - zeta)/R^2 at R = 0.001 bohr: 2.6587 bohr^-2
(zeta - 1)/(large-R law) at R = 20 bohr: 0.999998
zeta crosses 1 at R = 5.163 bohr
Large-R law crosses 1 at R = 4.646 bohr
Smallest zeta = 0.99475 at R = 6.38 bohr
zeta at R = 6 bohr by direct minimisation: 0.99509
Kinetic energy at R = 8 bohr, zeta = 1: 0.492916 hartree
Kinetic energy at R = 8 bohr, best zeta: 0.489781 hartree
Equilibrium with optimised exponent
w = 2.48014, S = 0.46308, j = 0.39337, k = 0.29140
t = 0.38266, v = -1.35069, u = -0.94748
zeta = 1.2380
Re = 2.0033 bohr
E = -0.586507 hartree
De = 0.086507 hartree = 2.354 eV
Hartree energy = 27.21139 eV
T = 0.58651 hartree, V = -1.17301 hartree, -V/T = 2.00000
Exponent held at 1
At the same R: T = 0.38619 hartree, V = -0.94014 hartree, E = -0.55395 hartree
Own minimum: Re = 2.4928 bohr, E = -0.564831 hartree
Own minimum: De = 0.064831 hartree = 1.764 eV
Own minimum: -V/T = 2.4759
```
